# The GGA Potential, Its Weak Form and the Surface Term

## 1. The result

Let a generalized gradient approximation (GGA) assign to a density \(n(\mathbf r)\) the energy

\[
E[n]=\int f(n,\nabla n)\,d^3r .\tag{1}
\]

Its functional derivative is

\[
v=\frac{\partial f}{\partial n}-\nabla\cdot\mathbf G,\qquad
\mathbf G=\frac{\partial f}{\partial\nabla n},\tag{2}
\]

and its matrix elements between real orbitals can be written without second derivatives:

\[
V_{ij}=\int\left[\frac{\partial f}{\partial n}\,\phi_i\phi_j
+\mathbf G\cdot\nabla(\phi_i\phi_j)\right]d^3r .\tag{3}
\]

Equation (3) equals \(\int\phi_i v\phi_j\,d^3r\) provided that

\[
\oint \phi_i\phi_j\,\mathbf G\cdot d\mathbf S\to0\tag{4}
\]

as the enclosing surface recedes to infinity. The condition concerns the product of orbital pair, flux \(\mathbf G\) and area. It does not require \(\mathbf G\) itself to vanish.

Hartree atomic units are used: lengths in bohr, energies in hartree. The density is that of a closed shell, and \(f\) is smooth wherever \(n>0\). The density is smooth except possibly for cusps at nuclei, which are treated separately.

## 2. The first variation

Replace \(n\) by \(n+\epsilon\,\delta n\). The gradient becomes \(\nabla n+\epsilon\nabla\delta n\), because differentiation is linear. The change of density is called admissible if \(|\delta n|\le Cn\) for some constant \(C\), so that the varied density stays non-negative for small \(\epsilon\) of either sign, and if the derivative may be taken under the integral. The chain rule then gives

\[
\delta E\equiv\left.\frac{d}{d\epsilon}E[n+\epsilon\,\delta n]\right|_{\epsilon=0}
=\int\left[f_n\,\delta n+\mathbf G\cdot\nabla\delta n\right]d^3r,\tag{5}
\]

where \(f_n=\partial f/\partial n\) is taken at fixed \(\nabla n\). This is the weak form of the derivative. No integration by parts has been made, so no boundary condition has yet been used.

To obtain a potential, \(\delta n\) must appear without its gradient. The product rule reads

\[
\nabla\cdot(\delta n\,\mathbf G)=\mathbf G\cdot\nabla\delta n+\delta n\,\nabla\cdot\mathbf G .\tag{6}
\]

Solve (6) for \(\mathbf G\cdot\nabla\delta n\), insert it in (5) over a finite region \(\Omega\), and apply the divergence theorem:

\[
\int_\Omega[f_n\delta n+\mathbf G\cdot\nabla\delta n]\,d^3r
=\int_\Omega(f_n-\nabla\cdot\mathbf G)\,\delta n\,d^3r
+\oint_{\partial\Omega}\delta n\,\mathbf G\cdot d\mathbf S .\tag{7}
\]

The minus sign in the potential comes from moving the derivative off \(\delta n\). For a ball of radius \(R\) and spherical functions, the last term is

\[
S(R)=4\pi R^2\,\delta n(R)\,G_r(R).\tag{8}
\]

If the surface term vanishes as \(\Omega\) grows to all space, then \(\delta E=\int v\,\delta n\,d^3r\) with \(v\) given by (2). Since \(\delta n\) may be concentrated around any point where \(n>0\), this fixes \(v\) at each point where it is continuous. The variations here are free to change the electron number, so the additive constant in \(v\) is fixed too. If only number-conserving variations were allowed, a constant could be added to \(v\) without changing \(\delta E\).

A periodic solid satisfies the surface condition in a different way. Take \(\Omega\) to be one unit cell, with \(n\) and \(\delta n\) periodic. On opposite faces \(\delta n\,\mathbf G\) has equal values while the outward normals are opposite, so the contributions cancel in pairs. Neither factor has to be small. On a truncated region without such a cancellation, the surface term in (7) must be kept.

## 3. The potential written out

A scalar GGA depends on the gradient through \(\sigma=|\nabla n|^2\). Subscripts on \(f\) now denote derivatives with respect to \(n\) and \(\sigma\). Since \(\partial\sigma/\partial\nabla n=2\nabla n\),

\[
\mathbf G=2f_\sigma\nabla n .\tag{9}
\]

Its divergence follows from the product rule, and the gradient of \(f_\sigma(n,\sigma)\) from the chain rule:

\[
\nabla\cdot\mathbf G=2\nabla f_\sigma\cdot\nabla n+2f_\sigma\nabla^2n,
\qquad
\nabla f_\sigma=f_{n\sigma}\nabla n+f_{\sigma\sigma}\nabla\sigma .\tag{10}
\]

Substitution in (2), with \(\nabla n\cdot\nabla n=\sigma\), yields

\[
v=f_n-2f_{n\sigma}\sigma-2f_{\sigma\sigma}\nabla\sigma\cdot\nabla n-2f_\sigma\nabla^2n .\tag{11}
\]

Moreover \(\partial_a\sigma=2\sum_b(\partial_a\partial_bn)(\partial_bn)\), so the third term involves the full matrix of second derivatives of \(n\), not just its Laplacian. The strong form therefore needs second derivatives of both the density and \(f\).

If \(f\) has no gradient dependence, (11) reduces to the local-density result \(v=f_n\). A less trivial case, which can be followed by hand, is the von Weizsäcker kinetic functional

\[
f=\frac{\sigma}{8n},\qquad \mathbf G=\frac{\nabla n}{4n}.\tag{12}
\]

Here \(f_n=-\sigma/(8n^2)\), \(f_\sigma=1/(8n)\), \(f_{n\sigma}=-1/(8n^2)\) and \(f_{\sigma\sigma}=0\). Equation (11) becomes

\[
v=-\frac{\sigma}{8n^2}+\frac{\sigma}{4n^2}-\frac{\nabla^2n}{4n}
=\frac{\sigma}{8n^2}-\frac{\nabla^2n}{4n}.\tag{13}
\]

For \(n\propto e^{-2\zeta r}\) one has \(\sigma=4\zeta^2n^2\) and \(\nabla^2n=(4\zeta^2-4\zeta/r)n\). Hence

\[
v=\frac{\zeta^2}{2}-\zeta^2+\frac{\zeta}{r}
=-\frac{\zeta^2}{2}+\frac{\zeta}{r}.\tag{14}
\]

Adding the nuclear attraction \(-\zeta/r\) leaves the constant \(-\zeta^2/2\), the ground-state orbital energy of a hydrogen-like ion of charge \(\zeta\). The flux in this example is \(G_r=-\zeta/2\) at every radius. It never decays, yet for \(\delta n\propto n\) the surface term (8) vanishes exponentially.

## 4. Matrix elements and their implementation

Setting \(\delta n=\phi_i\phi_j\) in (5) gives (3). A pair that decays more slowly than the density violates the bound \(|\delta n|\le Cn\) of section 2; for such a pair (3) is taken as the definition of the matrix element, provided that the integral converges. For complex orbitals the product is \(\phi_i^*\phi_j\). With (9) and the product rule,

\[
V_{ij}=\int\left[f_n\phi_i\phi_j
+2f_\sigma\nabla n\cdot(\phi_i\nabla\phi_j+\phi_j\nabla\phi_i)\right]d^3r .\tag{15}
\]

The density gradient is itself made of first derivatives: for doubly occupied real orbitals \(n=2\sum_k\phi_k^2\) and \(\nabla n=4\sum_k\phi_k\nabla\phi_k\). Thus (15) requires no second derivative of an orbital and no second derivative of \(f\).

The symmetric expression can be assembled from one matrix product. Define

\[
B_{ij}=\int\phi_i\left[\tfrac12f_n\phi_j+2f_\sigma\nabla n\cdot\nabla\phi_j\right]d^3r,
\qquad V_{ij}=B_{ij}+B_{ji}.\tag{16}
\]

The two halves of the local term add to \(f_n\phi_i\phi_j\), while the two gradient terms supply the two terms in (15). The factor \(\tfrac12\) belongs to the local part alone.

An energy derivative gives these elements a direct meaning. Rotate an occupied orbital \(i\) into an unoccupied orbital \(a\), \(\phi_i\to\cos\theta\,\phi_i+\sin\theta\,\phi_a\). The density remains non-negative, and only its contribution \(2\phi_i^2\) changes:

\[
\left.\frac{dn}{d\theta}\right|_0=4\phi_i\phi_a,
\qquad
\left.\frac{dE}{d\theta}\right|_0=4V_{ia}.\tag{17}
\]

If instead the occupation \(q_i\) is changed at fixed orbitals, \(dn/dq_i=\phi_i^2\) and \(dE/dq_i=V_{ii}\). Here \(E\) is the GGA energy (1), not the total energy of the molecule.

In practice the integral is a sum over points \(p\) with weights \(w_p\):

\[
E_h=\sum_pw_p f(n_p,\nabla n_p).\tag{18}
\]

With points and weights held fixed, the chain rule applied to each summand gives the same sum version of (15). The weak matrix is therefore the derivative of the discretized energy, even on a coarse grid, apart from rounding. The strong matrix differs from it by

\[
V^{\rm weak}_{ij}-V^{\rm strong}_{ij}
=\sum_pw_p\left[\nabla\cdot(\phi_i\phi_j\mathbf G)\right]_p ,\tag{19}
\]

as follows from (6) at each point. The corresponding integral is zero when the surface term vanishes, but its quadrature sum need not be. Energy and potential are then slightly inconsistent if the strong form is used.

## 5. The nuclear cusp

At a nucleus an orbital density may have a cusp, with \(\nabla n\) finite but direction-dependent. Equation (6) cannot be used at that point. Exclude a sphere of radius \(\eta\). The outward normal of the remaining region points towards the nucleus, so in the spherical case the extra surface term is

\[
-4\pi\eta^2\,\delta n(\eta)\,G_r(\eta)\to0\qquad(\eta\to0),\tag{20}
\]

if \(\delta n\) and \(G_r\) are finite. No point contribution at the nucleus is left behind. The potential nevertheless diverges, since

\[
\nabla\cdot\mathbf G=\frac1{r^2}\frac{d}{dr}(r^2G_r)
=\frac{dG_r}{dr}+\frac{2G_r}{r},
\qquad
v\simeq-\frac{2G_r(0)}r .\tag{21}
\]

The last relation assumes that \(f_n\) and \(dG_r/dr\) remain finite. The divergence is integrable because the volume element contains \(r^2\). The von Weizsäcker result (14) shows it explicitly: \(G_r=-\zeta/2\) gives \(+\zeta/r\). For a density smooth at the nucleus, such as a Gaussian, \(n'\propto r\). With \(f_\sigma\) finite, \(G_r\propto r\) as well, and the \(1/r\) divergence is absent.

## 6. The distant surface for two exchange functionals

Consider the two-electron model density

\[
n(r)=\frac{2\zeta^3}{\pi}e^{-2\zeta r},\qquad n'=-2\zeta n .\tag{22}
\]

For PBE exchange,

\[
f=-An^{4/3}F(s^2),\quad
F=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\quad
s^2=\frac{\sigma}{cn^{8/3}},\tag{23}
\]

with \(A=\tfrac34(3/\pi)^{1/3}\), \(c=4(3\pi^2)^{2/3}\), \(\kappa=0.804\) and \(\mu\simeq0.2195\). Since \(dF/d(s^2)=\mu/(1+\mu s^2/\kappa)^2\),

\[
G_r=2f_\sigma n'
=-\frac{2A\mu}{c}\,\frac{n^{-4/3}n'}{(1+\mu s^2/\kappa)^2}.\tag{24}
\]

This is positive because \(n'<0\). At large \(r\), \(s^2=4\zeta^2n^{-2/3}/c\) grows without limit, so the denominator tends to \(\mu^2s^4/\kappa^2=16\mu^2\zeta^4n^{-4/3}/(\kappa^2c^2)\). Inserting this and \(n'=-2\zeta n\) gives

\[
G_r\to\frac{2A\mu}{c}\,(2\zeta n^{-1/3})\,
\frac{\kappa^2c^2n^{4/3}}{16\mu^2\zeta^4}
=\frac{Ac\kappa^2}{4\mu\zeta^3}\,n .\tag{25}
\]

The PBE flux thus decays as fast as the density. With \(\zeta=27/16\), the coefficient in (25) is 4.33 atomic units.

The B88 functional behaves differently. Its gradient correction for one spin density \(n_s=n/2\), with \(g=|\nabla n_s|\) and \(x=g/n_s^{4/3}\), is

\[
f_s=-\beta n_s^{4/3}\frac{x^2}{D},\qquad
D=1+6\beta x\,\operatorname{arsinh}x,\qquad \beta=0.0042 .\tag{26}
\]

The closed-shell energy density is \(2f_s(n/2,\nabla n/2)\). Differentiation with respect to \(\nabla n\) produces \(2\times\tfrac12\), so the total flux equals that calculated from one spin channel. Write \(a=\operatorname{arsinh}x\). At fixed \(n_s\), \(dx/dg=n_s^{-4/3}\), and hence

\[
\frac{\partial f_s}{\partial g}
=-\beta\left(\frac{2x}{D}-\frac{x^2}{D^2}\frac{dD}{dx}\right).\tag{27}
\]

For large \(x\), \(D\simeq6\beta xa\) and \(dD/dx\simeq6\beta(a+1)\). The bracket becomes \([2/a-(a+1)/a^2]/(6\beta)\), so

\[
\frac{\partial f_s}{\partial g}\simeq-\frac1{6a}\left(1-\frac1a\right).\tag{28}
\]

For the density (22), \(x=2\zeta n_s^{-1/3}\) and \(a\simeq\ln2x=2\zeta r/3+\ln(4\pi^{1/3})\). The gradient points inward, which reverses the sign of the radial component:

\[
G_r\to\frac1{4\zeta r}.\tag{29}
\]

The flux has only an algebraic decay. Multiplied by an exponentially decaying orbital product and by \(4\pi r^2\), it still gives zero. A uniform \(\delta n=1\), by contrast, would give \(S(R)\to\pi R/\zeta\), which grows with the radius. Such a change is not admissible, because subtracting any constant makes the density negative in the tail.

The approach to (29) is slow because of the constant in \(a\) and the factor \(1-1/a\). Evaluating the full derivative (27) in extended precision gives \(4\zeta rG_r=0.798\), 0.976 and 0.998 at \(r=10\), 100 and 1000 bohr.

## 7. Worked example: one matrix element

Take (22) with \(\zeta=27/16=1.6875\) as a model of the helium density, and use PBE exchange. Let \(\phi_1\) and \(\phi_2\) be normalized 1s Slater functions with exponents \(\zeta\) and \(\zeta_2=2.5\). Then

\[
\delta n=\phi_1\phi_2
=\frac{(\zeta\zeta_2)^{3/2}}{\pi}e^{-(\zeta+\zeta_2)r}.\tag{30}
\]

This decays faster than \(n\), because \(\zeta_2>\zeta\), and is admissible. Composite Gauss–Legendre quadrature out to 20 bohr gives for the two parts of (3)

\[
V_{12}=-0.61904-0.10912=-0.72816\ \text{hartree},\tag{31}
\]

or \(-19.81\) eV. The gradient part is 15% of the total. Its sign follows from \(G_r>0\) and \(d(\phi_1\phi_2)/dr<0\). Integrating the strong potential (11) gives the same \(-0.72816\) hartree, as does a five-point numerical derivative of \(E[n+\epsilon\phi_1\phi_2]\).

In a ball of finite radius the two forms differ by the surface term (8):

| \(R\) (bohr) | \(S(R)\) (hartree) |
|---:|---:|
| 0.5 | \(2.95\times10^{-2}\) |
| 1.0 | \(1.71\times10^{-2}\) |
| 2.0 | \(2.99\times10^{-4}\) |
| 4.0 | \(5.32\times10^{-10}\) |

At 1 bohr, omission of the surface term would be an error of \(0.01711/0.72816\), or 2.35% of the complete matrix element. The term starts from zero as \(R^2\), by (20), and falls exponentially at large \(R\), by (25) and (30). It must therefore pass through a maximum.

At the nucleus the computed flux is \(G_r(0)=0.01826\) atomic units, so (21) gives \(v\simeq-0.0365/r\). The value of \(rv\) at \(r=10^{-6}\) bohr is also \(-0.0365\). This divergence belongs to the GGA potential at a cusp; it is additional to the nuclear attraction.

The pointwise meaning of \(v\) can be seen with a narrow shell \(\delta n=e^{-(r-r_0)^2/(2b^2)}\). The quotient \(\delta E/\int\delta n\,d^3r\) is a local average of \(v\). Its linear term in \(r-r_0\) would vanish for a symmetric weight; the factor \(r^2\) in the volume element leaves a remainder of order \(b^2\), as does the curvature of \(v\). For \(b=0.01\) bohr and \(r_0=1\) bohr, numerical differentiation of the energy gives \(-0.48005\) hartree for the quotient, and (11) gives \(v(r_0)=-0.48013\) hartree.

## 8. Worked example: water on two grids

A molecule brings in the complete three-dimensional form of (11). Take water with O–H distances of 0.96 Å and an angle of 104.5°. The orbitals come from a Hartree–Fock calculation in the 6-31G basis, and \(f\) is the PBE exchange-correlation energy density. The orbitals are not PBE self-consistent, and the matrix elements below are not converged with respect to the basis. In the 6-31G**, cc-pVTZ and aug-cc-pVDZ bases the magnitude of \(V_{ia}\) is 0.152, 0.131 and 0.059 hartree instead of 0.149, and \(V_{ii}\) lies between \(-0.789\) and \(-0.791\) hartree instead of \(-0.784\). The five decimals serve only to compare the two forms. Both matrix forms are evaluated on the same orbitals, so the comparison remains valid, although the size of their difference depends on the orbitals and the basis.

Let \(i\) be the second occupied orbital and \(a\) the lowest unoccupied one, the sixth orbital in order of energy. The sign of \(V_{ia}\) depends on the arbitrary signs of these two orbitals, which are kept the same on both grids. Two atom-centred quadrature grids, with 2254 and 53,875 points after removal of points where \(n\le10^{-10}\) bohr\(^{-3}\), give the following values in hartree:

| Quantity | Coarse | Fine |
|:---|---:|---:|
| \(V_{ia}\), weak | −0.14961 | −0.14913 |
| \(V_{ia}\), strong | −0.15133 | −0.14913 |
| \(V_{ii}\), weak | −0.78453 | −0.78393 |
| \(V_{ii}\), strong | −0.78833 | −0.78393 |

The energy derivatives in (17) and below it, taken by five-point differences on each grid, reproduce the weak entries to all digits shown, including those on the coarse grid. This is the consistency expressed by (18). It does not make the coarse grid accurate: its weak \(V_{ia}\) still differs from the fine-grid value by \(0.00048\) hartree, while the strong value differs by \(0.00220\) hartree. This ratio belongs to this pair: over all pairs the largest coarse-grid errors are \(7.7\times10^{-3}\) hartree (weak) and \(9.3\times10^{-3}\) hartree (strong). The coarse entries also shift by up to \(7\times10^{-5}\) hartree when the molecule is rotated relative to the grid.

Over all pairs of the computed molecular orbitals, the largest difference between the weak and strong matrices falls from \(9.3\times10^{-3}\) to \(3.1\times10^{-7}\) hartree on going to the fine grid. By (19), this difference is the quadrature sum of a divergence. The two forms therefore approach the same matrix as the integration improves, while the weak form retains its exact link to the discretized energy at either resolution.
